# Why inverting Cole-Cole keeps its form and inverting Cole-Davidson does not

**Question.** A dielectric has a Cole-Cole permittivity with exponent $\alpha$ and time $\tau$. Why is its electric modulus, the inverse of the permittivity, again a Cole-Cole function with the same exponent but the time $\tau(\varepsilon_\infty/\varepsilon_s)^{1/\alpha}$, and why does a Cole-Davidson permittivity not keep its form in the same way?

**Answer.**

## The mechanism: a polarization that acts on itself

The permittivity describes the response at a given electric field $E$, and the modulus describes the response at a given displacement $D$. In a plane capacitor the first case is a fixed voltage and the second a fixed charge on the plates. The material is the same, but at fixed charge the slow polarization changes the field that drives it.

Let $\varepsilon_s$ be the permittivity far below the relaxation frequency and $\varepsilon_\infty$ that far above it, with $\varepsilon_s>\varepsilon_\infty>0$. The response is linear and there is no dc conduction. In atomic units, with $P$ the slow part of the polarization,

$$D=\varepsilon_\infty E+4\pi P .$$

The time factor is $e^{+i\omega t}$, and $s=i\omega$ stands for a time derivative acting on a system at rest before the signal starts. Any relaxation between the two limits can be written as

$$[1+y(s)]\,4\pi P=(\varepsilon_s-\varepsilon_\infty)E,\qquad y(0)=0,\quad y(\infty)=\infty . \tag{1}$$

The 1 is the restoring term, which fixes the final polarization. The function $y$ holds the delay. The two laws to be compared are

$$y=(s\tau)^\alpha\ \ \text{(Cole-Cole)},\qquad y=(1+s\tau)^\gamma-1\ \ \text{(Cole-Davidson)},$$

with $0<\alpha\le1$, $0<\gamma\le 1$ and principal values of the powers. At $\alpha=1$ or $\gamma=1$ both become the Debye law $y=s\tau$.

Now hold $D$ fixed. The field is $E=(D-4\pi P)/\varepsilon_\infty$, so a growing $P$ lowers $E$. Put this into (1) and move the term with $P$ to the left:

$$\left[1+\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}+y\right]4\pi P=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}D .$$

The first two terms in the bracket add up to $\varepsilon_s/\varepsilon_\infty$. With $r=\varepsilon_\infty/\varepsilon_s<1$ this reads

$$\left[\frac1r+y\right]4\pi P=\left(\frac1r-1\right)D . \tag{2}$$

The feedback has raised the restoring term from 1 to $1/r$ and left the delay term alone. A stiffer restoring term means a faster approach to equilibrium. What remains is whether the change can be absorbed in a new time constant.

For Cole-Cole, the delay term is a fractional derivative $\tau^\alpha d^\alpha/dt^\alpha$ standing beside the restoring constant. Multiplying (2) by $r$ restores the constant to 1 and turns $\tau^\alpha$ into $r\tau^\alpha$. That is a new time raised to the old power, which is where the exponent $1/\alpha$ comes from.

For Cole-Davidson, the bracket in (2) is $(1+s\tau)^\gamma+(1/r-1)$. The original restoring constant sits inside the power, while the feedback is added outside it. To see the consequence in time, write $P(t)=e^{-t/\tau}g(t)$. The factor $e^{-t/\tau}$ shifts the Laplace variable by $1/\tau$, so that

$$\left(1+\tau\frac{d}{dt}\right)^{\gamma}\!\left[e^{-t/\tau}g\right]=e^{-t/\tau}\,\tau^\gamma\frac{d^\gamma g}{dt^\gamma}.$$

The feedback changes the equation for $g$ but leaves the factor $e^{-t/\tau}$ with its old time. For $\gamma<1$, the $g$ that follows a short pulse of $D$ dies out only as a power of time. The late decay therefore keeps the time $\tau$ while the earlier response becomes faster, and no common change of time scale can describe both. At $\gamma=1$, $g$ is itself an exponential, and the two factors merge into a single exponential with the shorter time $r\tau$.

## The formula for the modulus

Equation (1) gives the permittivity

$$\varepsilon=\varepsilon_\infty+\frac{\varepsilon_s-\varepsilon_\infty}{1+y}=\frac{\varepsilon_s+\varepsilon_\infty y}{1+y},$$

where $\varepsilon=\varepsilon'-i\varepsilon''$. Its inverse is $M=M'+iM''$, with the limits $M_s=1/\varepsilon_s$ and $M_\infty=1/\varepsilon_\infty$. Subtract $M$ from its high-frequency limit:

$$M_\infty-M=\frac1{\varepsilon_\infty}-\frac{1+y}{\varepsilon_s+\varepsilon_\infty y}
=\frac{\varepsilon_s+\varepsilon_\infty y-\varepsilon_\infty-\varepsilon_\infty y}{\varepsilon_\infty(\varepsilon_s+\varepsilon_\infty y)} .$$

The terms in $y$ cancel in the numerator. Taking $\varepsilon_s$ out of the bracket in the denominator leaves

$$M_\infty-M=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty\varepsilon_s}\,\frac1{1+ry}=\frac{M_\infty-M_s}{1+ry}.$$

The normalized modulus is therefore

$$N\equiv\frac{M-M_\infty}{M_s-M_\infty}=\frac{1}{1+r\,y(s)} . \tag{3}$$

The normalized permittivity is $1/(1+y)$. Inversion thus multiplies $y$ by $r$, whatever the relaxation law.

For Cole-Cole, $r(s\tau)^\alpha=(s\,r^{1/\alpha}\tau)^\alpha$, because $r^{1/\alpha}$ is a positive number and does not disturb the principal value. Hence

$$M=M_\infty+\frac{M_s-M_\infty}{1+(s\tau_M)^\alpha},\qquad \tau_M=\tau\left(\frac{\varepsilon_\infty}{\varepsilon_s}\right)^{1/\alpha}. \tag{4}$$

In the Debye case $\tau_M=r\tau$. For a weak relaxation $r$ tends to 1 and the two times merge, since there is little feedback. At a given $r<1$, a smaller $\alpha$ separates them further: a slowly varying power needs a larger change of its argument to produce the same factor.

The times can be read from the loss peaks. With $x=\ln\omega\tau$ and $\phi=\pi\alpha/2$,

$$-\operatorname{Im}\frac1{1+e^{\alpha x+i\phi}}=\frac{e^{\alpha x}\sin\phi}{1+2e^{\alpha x}\cos\phi+e^{2\alpha x}}=\frac{\sin\phi}{2(\cosh\alpha x+\cos\phi)} .$$

This is largest at $x=0$. So $\varepsilon''$ peaks at $\omega\tau=1$ and, by the same formula, $M''$ peaks at $\omega\tau_M=1$.

## Why no other Cole-Davidson parameters help

For Cole-Davidson, (3) becomes

$$N=\frac1{1-r+r(1+s\tau)^\gamma}. \tag{5}$$

Suppose that this were equal to $(1+s\tau')^{-\gamma'}$ with some new exponent and time. At high frequency the two expressions tend to $r^{-1}(s\tau)^{-\gamma}$ and $(s\tau')^{-\gamma'}$. Agreement requires

$$\gamma'=\gamma,\qquad \tau'=r^{1/\gamma}\tau .$$

At low frequency, $(1+s\tau)^\gamma\approx1+\gamma s\tau$, so the two expressions become $1-r\gamma s\tau$ and $1-\gamma's\tau'$. With $\gamma'=\gamma$ this requires $\tau'=r\tau$. The two demands agree if $r^{1/\gamma}=r$, that is, for $r=1$ (no relaxation) or $\gamma=1$ (Debye). Otherwise the form is lost.

The distribution of relaxation rates shows what replaces it. Let $u$ be the rate in units of $1/\tau$, so that a rate $u$ corresponds to the point $s\tau=-u$. The function (5) has a cut along $u>1$. It has no poles: a pole would need $(1+s\tau)^\gamma=-(1-r)/r$, a negative number, but for $\gamma<1$ the phase of the left side stays below $\pi$ in size. Since $N$ also vanishes at infinity, Cauchy's formula expresses it through the jump across the cut:

$$N=\int_1^\infty\frac{\rho(u)\,du}{s\tau+u},\qquad
\rho(u)=\frac{1}{\pi}\,\frac{r v^\gamma\sin\pi\gamma}{\left|1-r+r v^\gamma e^{i\pi\gamma}\right|^2},\quad v=u-1 . \tag{6}$$

The slowest time is still $\tau$, as the factor $e^{-t/\tau}$ suggested. Its neighbourhood, however, has been emptied: $\rho$ vanishes as $v^\gamma$ at the edge, whereas the density for the permittivity is $v^{-\gamma}\sin(\pi\gamma)/\pi$ and diverges there. For Cole-Cole the cut runs from $s=0$ to infinity. Neither end marks a time that a rescaling would have to keep.

## Which laws survive for every ratio?

The power law is also necessary, in the following sense. Let $y$ be continuous and increasing for real $s>0$, and suppose that for every $r$ in some interval there is a scale factor $\lambda(r)$ with

$$r\,y(s)=y(\lambda s)\quad\text{for all } s>0 .$$

Set $g(q)=\ln y(e^q)$ and $\ell=\ln\lambda$. The condition becomes $g(q+\ell)-g(q)=\ln r$, in which the right side does not depend on $q$. As $r$ runs through its interval, $\ell$ runs continuously through an interval too. Subtracting the conditions for two values $\ell$ and $\ell'$ shows that the increment of $g$ over any small step $\delta=\ell-\ell'$ is independent of the starting point. Call it $H(\delta)$. Two steps in a row give $H(\delta_1+\delta_2)=H(\delta_1)+H(\delta_2)$, and a continuous function with this property is linear. Hence $g$ is a straight line and $y$ is a power of $s$. With the exponent limited to at most 1, as assumed here for a relaxation, this is the Cole-Cole law with Debye as a special case. The argument needs a range of ratios; it makes no claim about a law that keeps its shape at one isolated value of $r$.

## The response in time

A charge step is described by $D/s$. To invert (4), use the Mittag-Leffler function $E_\alpha(z)=\sum_k z^k/\Gamma(\alpha k+1)$. The transform of $t^{\alpha k}$ is $\Gamma(\alpha k+1)/s^{\alpha k+1}$, so for large $s$ the series for $E_\alpha[-(t/\tau_M)^\alpha]$ transforms term by term into a geometric series:

$$\frac1s\sum_k\left[-(s\tau_M)^{-\alpha}\right]^k=\frac1s\,\frac{(s\tau_M)^\alpha}{1+(s\tau_M)^\alpha}=\frac1s-\frac1{s[1+(s\tau_M)^\alpha]} .$$

The result extends to smaller $s$ by analytic continuation. Inserting it in $M/s$ gives

$$\frac{E(t)}{D}=M_s+(M_\infty-M_s)\,E_\alpha\!\left[-(t/\tau_M)^\alpha\right]. \tag{7}$$

The same steps for a voltage step give $D(t)/E=\varepsilon_s-(\varepsilon_s-\varepsilon_\infty)E_\alpha[-(t/\tau)^\alpha]$. The two experiments follow one curve on two time scales.

## The numbers for a thin polymer film

Take a capacitor with a polar polymer dielectric of the kind used for gate insulation in organic transistors. The parameters are rough values for such a film and do not describe a particular polymer: $\varepsilon_s=12$, $\varepsilon_\infty=3$, $\alpha=0.6$, $\tau=1$ ms, thickness 200 nm, 10 V and 300 K. The initial field is 0.5 MV/cm. Equation (4) gives

$$r=\frac3{12}=0.25,\qquad \frac{\tau_M}{\tau}=0.25^{1/0.6}=0.0992,\qquad \tau_M=0.0992\ \text{ms}.$$

The peak of $\varepsilon''$ lies at $1/(2\pi\tau)=159$ Hz and that of $M''$ at 1604 Hz. These are two views of one relaxation, not two processes. As a test, the permittivity was inverted numerically and a Cole-Cole function with free exponent and time was fitted to the result. The fit returned 0.60000 and $0.09921\,\tau$.

At a fixed 10 V, the charge rises from 0.133 to 0.531 µC/cm². If instead the initial 0.133 µC/cm² is placed on the plates and they are disconnected, the voltage falls from 10 V towards $10r=2.5$ V. After 0.1 ms, close to $\tau_M$, it is 5.59 V, so the fraction $(10-5.59)/7.5=0.59$ of the fall is complete. At fixed voltage the charge has then reached 0.225 µC/cm², a fraction $(0.2253-0.1328)/(0.5313-0.1328)=0.23$ of its rise. It reaches 0.59 at 1 ms, which is $\tau$.

For comparison, let a Cole-Davidson film have $\gamma=0.6$ and the same $\varepsilon_s$, $\varepsilon_\infty$ and $\tau$. Its modulus would need the time $0.25\,\tau$ at low frequency and $0.0992\,\tau$ at high frequency. The best least-squares fit by a Cole-Davidson function with free exponent and time, and with $M_s$ and $M_\infty$ held at their exact values, over $\omega\tau$ from $10^{-4}$ to $10^6$, has exponent 0.46. The largest absolute value of the complex difference is 13 % of the peak height of the normalized modulus loss. If the two limits are also left free, the exponent becomes 0.44 and the difference 11 %, or 0.37 and 8 % over the narrower range $10^{-2}$ to $10^3$. The failure of the form is therefore large enough to see in this example, though its size depends on how the fit is set up.

The late voltages differ as well. After 10 ms the Cole-Cole film is at 2.72 V and the Cole-Davidson film at 2.500 V. By (6), the remaining fall in the second film is a sum of exponentials with positive weights and rates of at least $1/\tau$. The weights are $\rho(u)/u$, and they add up to 1 because $N(0)=1$, so the remainder is at most $7.5\,e^{-10}$ V, which is below 0.4 mV. The Cole-Cole film has rates down to zero and a slow tail.

The feedback picture was tested by stepping the polarization equation through time at fixed charge, for both laws. At $0.5\,\tau$ and $\tau$ the field agreed with the numerical Laplace inversion of $1/(s\varepsilon)$ to within $10^{-4}$ of $M_\infty-M_s$. The remaining values are in the numerical output.

## How a real film departs from the model

A permittivity of 12 is high for a polymer and presupposes strongly polar groups. Loss peaks of polymers can also be asymmetric, and then (4) does not apply. In the Cole-Davidson film, the ratio of the two peak times is $0.1093/0.6682=0.164$ instead of 0.099.

Of the neglected effects sized here, temperature changes $\tau$ most. With an assumed activation energy of 0.6 eV, warming by 10 K multiplies $\tau$ by 0.47. If the relaxation strength varies as $1/T$, the ratio $\tau_M/\tau$ rises by 4 %. The spectra of $\varepsilon$ and $M$ should therefore come from the same measurement, or from measurements at the same temperature.

An interface layer without relaxation acts in series. A 2 nm layer of permittivity 4 fills 1 % of the film, and the moduli add in proportion to thickness: $M_{\rm tot}=0.99M+0.01/4$. This rescales and shifts $M$, so $\tau_M$ is unchanged. The ratio of the limits does change, and the apparent $\tau$ read from the total permittivity falls by about 4 %.

Leakage of $10^{-12}$ S/cm moves the $M''$ peak time by 0.15 %. It also discharges the isolated film with a time of 1.06 s, so the voltage passes through 2.5 V and goes on towards zero. Already at 10 ms it lowers the two late voltages given above to 2.68 V and 2.47 V, a shift much larger than the 0.4 mV bound, which holds only without conduction. At still lower frequencies $M$ tends to zero instead of $M_s$, and (4) fails there.

Dipole saturation, estimated for a dipole of 0.5 $e$Å with a Lorentz local field, reduces the orientational response by about 1 % at the initial field. This uses the factor $(\varepsilon_s+2)/3$ and is a high-side estimate; Onsager-type local fields give 0.1 to 0.3 %. That field is one sixth of an assumed breakdown field of 3 MV/cm. For an assumed injection barrier of 1 eV, tunnelling through a triangular barrier, with the free electron mass and no image force, is suppressed by about $e^{-137}$ for electrons at the Fermi level. For thermionic injection the image force is included. With permittivity 3 it lowers the barrier by 0.155 eV, and the free-electron Richardson constant then gives $7\times10^{-8}$ A/cm², against $5\times10^{-7}$ A/cm² of ohmic leakage. This last comparison is fragile. A barrier lower by another 0.1 eV raises the injected current about fiftyfold at 300 K, and in this estimate injection would then exceed the assumed leakage. The permittivity that governs the image force also matters: with 2.2 in place of 3 the current is $2\times10^{-7}$ A/cm². Without the image force, classical emission over the 1 eV barrier gives $2\times10^{-10}$ A/cm². Thermally excited electrons tunnelling through the tip of the barrier raise this by a factor of roughly 2 to 6, depending on how reflection at the interface is treated, which is still far below the leakage.

## Computed values

```
eps_s = 12.0, eps_inf = 3.0, r = 0.2500
alpha = 0.60, gamma = 0.60 (comparison film)
tau = 1.000 ms, temperature = 300 K
thickness = 200 nm, voltage = 10.0 V
field = 0.500 MV/cm
M_s = 0.08333, M_inf = 0.33333
Cole-Cole tau_M/tau, formula = 0.09921
Cole-Cole tau_M/tau, from M'' peak = 0.09921
tau_M = 0.09921 ms
eps'' peak frequency = 159.2 Hz
M'' peak frequency = 1604.2 Hz
free Cole-Cole fit of M: exponent = 0.60000
free Cole-Cole fit of M: time/tau = 0.09921
its misfit / loss peak = 1.3e-15
free Cole-Davidson fit of M: exponent = 0.4610
free Cole-Davidson fit of M: time/tau = 0.2612
its misfit / loss peak = 12.71 %
Cole-Davidson low-frequency time/tau = 0.25000
Cole-Davidson high-frequency time/tau = 0.09921
Cole-Davidson eps'' peak time/tau = 0.6682
Cole-Davidson M'' peak time/tau = 0.1093
local scale factor: s*tau, Cole-Cole, Cole-Davidson
  1e-04  0.09921  0.25000
  1e-02  0.09921  0.24963
  1e+00  0.09921  0.22399
  1e+02  0.09921  0.12356
  1e+04  0.09921  0.10111
  1e+08  0.09921  0.09922
error of M rebuilt from its cut = 1.6e-13
error of time-stepped feedback = 9.9e-05
fixed 10 V: first charge = 0.1328 uC/cm2
fixed voltage: final charge = 0.5313 uC/cm2
fixed charge: final voltage = 2.500 V
t (ms), charge at fixed voltage (uC/cm2), Cole-Cole
  0.1  0.2253
  1.0  0.3666
  10.0  0.4834
t (ms), voltage at fixed charge (V): Cole-Cole, Cole-Davidson
  0.1  5.590  5.090
  1.0  3.397  2.666
  10.0  2.717  2.500
leakage: sigma = 1e-12 S/cm, time = 1.06 s
leakage shift of M'' peak time = 0.153 %
interface layer: 2 nm, permittivity 4
layer shift of eps'' peak time = -3.65 %
dipole = 0.5 e angstrom, local factor 4.67
dipole saturation, loss of response = 1.33 %
activation = 0.6 eV, warming = 10 K
warming: tau multiplied by 0.473
warming: tau_M/tau changes by 4.17 %
field / rough breakdown field = 0.167
tunnelling exponent, 1.0 eV barrier = 136.6
image-force lowering = 0.155 eV
thermionic current = 6.9e-08 A/cm2
ohmic leakage current = 5.0e-07 A/cm2
```
